# Critical Thickness of a Strained Wetting Film Against Rippling: test program

```python
# Result under test: a strained film with wetting energy Delta*exp(-h/delta)
# loses linear stability at h_c = delta*ln(4*gamma*Delta/(a^2*delta^2)).
# gamma: surface energy; a: elastic driving coefficient, defined by the
# elastic energy change -a*k*eps^2/4 per area for a ripple eps*cos(k*x).
# young, nu: elastic constants of film and substrate; misfit: film strain.
# Units: eV and angstrom. The threshold is found independently by solving
# the elastic problem below a wavy free surface and integrating the energy.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq, minimize_scalar

young, nu, misfit = 0.8, 0.25, 0.04
gamma, Delta, delta = 0.08, 0.02, 2.0
eps = 0.05   # ripple amplitude, small against delta and the wavelength
bohr = physical_constants["Bohr radius"][0] * 1e10


def mode_stress(x, z, q, alpha, beta, lib):
    """Plane-strain stress (xx, zz, xz) decaying into the solid, z < 0."""
    decay = lib.exp(q * z)
    base = alpha + beta * q * z
    return ((base + 2 * beta) * decay * lib.cos(q * x),
            -base * decay * lib.cos(q * x),
            (base + beta) * decay * lib.sin(q * x))


# The modes must satisfy force balance and strain compatibility.
X, Z, A, B = sp.symbols("x z alpha beta", real=True)
Q = sp.symbols("q", positive=True)
txx, tzz, txz = mode_stress(X, Z, Q, A, B, sp)
assert sp.simplify(sp.diff(txx, X) + sp.diff(txz, Z)) == 0
assert sp.simplify(sp.diff(txz, X) + sp.diff(tzz, Z)) == 0
trace = txx + tzz
assert sp.simplify(sp.diff(trace, X, 2) + sp.diff(trace, Z, 2)) == 0

film_t, film_w = np.polynomial.legendre.leggauss(16)
deep_t, deep_w = np.polynomial.legendre.leggauss(40)


def energy_density(sxx, syy, szz, sxz):
    squares = sxx**2 + syy**2 + szz**2 + 2 * sxz**2
    return ((1 + nu) * squares - nu * (sxx + syy + szz)**2) / (2 * young)


def ripple(k):
    x = 2 * np.pi * np.arange(16) / (16 * k)
    return x, eps * np.cos(k * x), -eps * k * np.sin(k * x)


def elastic_change(k, h0, m):
    """Elastic energy per area, rippled minus flat film."""
    x, height, slope = ripple(k)
    s0 = young * m / (1 - nu)
    modes = [(n * k, al, be) for n in (1, 2, 3)
             for al, be in ((1, 0), (0, 1))]
    columns = []
    for q, al, be in modes:
        sxx, szz, sxz = mode_stress(x, height, q, al, be, np)
        columns.append(np.concatenate((sxz - slope * sxx,
                                       szz - slope * sxz)))
    matrix = np.array(columns).T
    load = np.concatenate((s0 * slope, np.zeros_like(x)))
    coef = np.linalg.lstsq(matrix, load, rcond=None)[0]
    # three harmonics leave only a fourth-order traction error
    assert np.max(np.abs(matrix @ coef - load)) < 1e-5 * s0

    def density(z, background):
        total = [np.zeros_like(z) for _ in range(3)]
        for c, (q, al, be) in zip(coef, modes):
            part = mode_stress(x[:, None], z, q, al, be, np)
            total = [t + c * p for t, p in zip(total, part)]
        sxx, szz, sxz = total
        syy = nu * (sxx + szz)
        return energy_density(background + sxx, background + syy, szz, sxz)

    thick = (height + h0)[:, None]
    z_film = -h0 + thick * (film_t + 1) / 2
    film = np.sum(density(z_film, s0) * film_w * thick / 2, axis=1)
    depth = 15 / k
    z_deep = np.tile(-h0 - depth * (deep_t + 1) / 2, (len(x), 1))
    deep = np.sum(density(z_deep, 0.0) * deep_w * depth / 2, axis=1)
    return np.mean(film + deep) - energy_density(s0, s0, 0, 0) * h0


def curvature(k, h0, m=misfit, true_area=False):
    """Total energy change per area divided by eps^2/4."""
    _, height, slope = ripple(k)
    stretch = slope**2 / (1 + np.sqrt(1 + slope**2))
    wet = Delta * np.exp(-h0 / delta)
    change = elastic_change(k, h0, m) + gamma * np.mean(stretch)
    change += wet * np.mean(np.expm1(-height / delta))
    if true_area:
        change += wet * np.mean(np.exp(-height / delta) * stretch)
    return 4 * change / eps**2


def softest(h0, m=misfit, true_area=False, k_max=0.1):
    return minimize_scalar(lambda k: curvature(k, h0, m, true_area),
                           bounds=(0.002, k_max), method="bounded",
                           options={"xatol": 1e-7})


def threshold(m=misfit, true_area=False):
    return brentq(lambda h: softest(h, m, true_area).fun, 2, 25, xtol=1e-6)


def driving(m):
    return 2 * young * m**2 * (1 + nu) / (1 - nu)


def thickness_formula(m):
    return delta * np.log(4 * gamma * Delta / (driving(m)**2 * delta**2))


a = driving(misfit)
k_c = a / (2 * gamma)
h_c = thickness_formula(misfit)

# Elastic coefficient: same value for different k and film thickness.
a_found = [-4 * elastic_change(k, h, misfit) / (k * eps**2)
           for k, h in ((0.01, 5.0), (0.03, 9.0), (0.08, 20.0))]
assert np.allclose(a_found, a, rtol=3e-4)  # finite-slope error

# Threshold and critical wave number from the integrated energy.
h_found = threshold()
k_found = softest(h_found).x
assert abs(h_found - h_c) < 5e-4           # finite-amplitude error
assert abs(k_found / k_c - 1) < 2e-3       # flat minimum, rounding noise
assert softest(h_c - 0.1).fun > 0 > softest(h_c + 0.1).fun

# Unstable band at one decay length above the threshold.
h_band = h_c + delta
root = np.sqrt(1 - np.exp(-(h_band - h_c) / delta))
band = k_c * np.array([1 - root, 1 + root])
band_found = [brentq(lambda k: curvature(k, h_band), 0.001, k_c),
              brentq(lambda k: curvature(k, h_band), k_c, 0.1)]
assert np.allclose(band_found, band, rtol=1e-3)

# Half the misfit.
h_half = threshold(misfit / 2)
assert abs(h_half - h_found - 4 * delta * np.log(2)) < 1e-3

# Existence of a stable film: misfit at which h_c reaches zero.
m_limit = np.sqrt(2 * np.sqrt(gamma * Delta) / delta / driving(1.0))
assert softest(0.1, 0.90 * m_limit, k_max=0.5).fun > 0
assert softest(0.1, 1.06 * m_limit, k_max=0.5).fun < 0

# Wetting energy counted per true surface area instead.
wet_area = (np.sqrt(gamma**2 + (a * delta)**2) - gamma) / 2
h_area = delta * np.log(Delta / wet_area)
h_area_found = threshold(true_area=True)
assert abs(h_area_found - h_area) < 5e-4
shift_found = h_area_found - h_found
assert abs(shift_found / (delta * (k_c * delta)**2) - 1) < 0.05

# Three ripples at 60 degrees, quadratic elastic and surface energy,
# full wetting energy: metastability slightly below the threshold.
h_below = h_c - 0.1
phase = 2 * np.pi * np.arange(48) / 48
P, R = np.meshgrid(phase, phase)
pattern = np.cos(P) + np.cos(R) + np.cos(P + R)


def hexagonal_energy(amplitude):
    quadratic = 3 * amplitude**2 / 4 * (gamma * k_c**2 - a * k_c)
    wetting = Delta * np.exp(-h_below / delta)
    return quadratic + wetting * np.mean(np.expm1(-amplitude * pattern / delta))


small_amp, large_amp = 0.2, 1.0
hex_small, hex_large = hexagonal_energy(small_amp), hexagonal_energy(large_amp)
assert hex_small > 0 > hex_large

print(f"Young modulus: {young:.2f} eV/angstrom^3")
print(f"Poisson ratio: {nu:.2f} (no unit)")
print(f"misfit strain: {misfit:.3f} (no unit)")
print(f"surface energy gamma: {gamma:.3f} eV/angstrom^2")
print(f"wetting strength Delta: {Delta:.3f} eV/angstrom^2")
print(f"wetting decay length delta: {delta:.2f} angstrom")
print(f"film stress s0: {young * misfit / (1 - nu):.5f} eV/angstrom^3")
print(f"a, formula: {a:.6f} eV/angstrom^3")
for value, label in zip(a_found, ("k=0.01, h=5", "k=0.03, h=9",
                                  "k=0.08, h=20")):
    print(f"a, integrated ({label}): {value:.6f} eV/angstrom^3")
print(f"a^2/(4 gamma): {a**2 / (4 * gamma):.4e} eV/angstrom^4")
print(f"Delta/delta^2: {Delta / delta**2:.4e} eV/angstrom^4")
print(f"argument of logarithm: {4*gamma*Delta/(a*delta)**2:.3f} (no unit)")
print(f"h_c, formula: {h_c:.4f} angstrom")
print(f"h_c, integrated energy: {h_found:.4f} angstrom")
print(f"h_c, converted: {h_c / bohr:.3f} bohr")
print(f"k_c, formula: {k_c:.5f} 1/angstrom")
print(f"k_c, integrated energy: {k_found:.5f} 1/angstrom")
print(f"critical wavelength: {2 * np.pi / k_c:.2f} angstrom")
print(f"critical wavelength, converted: {2 * np.pi / k_c / bohr:.1f} bohr")
print(f"thickness for band: {h_band:.4f} angstrom")
print(f"band edges, formula: {band[0]:.5f}, {band[1]:.5f} 1/angstrom")
print(f"band edges, integrated: {band_found[0]:.5f}, "
      f"{band_found[1]:.5f} 1/angstrom")
print(f"h_c at half misfit, integrated: {h_half:.4f} angstrom")
print(f"4 delta ln 2: {4 * delta * np.log(2):.4f} angstrom")
print(f"misfit where h_c = 0: {m_limit:.4f} (no unit)")
print(f"k_c delta: {k_c * delta:.5f} (no unit)")
print(f"h_c, true-area wetting, formula: {h_area:.4f} angstrom")
print(f"h_c, true-area wetting, integrated: {h_area_found:.4f} angstrom")
print(f"shift by true-area convention: {shift_found:.4f} angstrom")
print(f"thickness for three ripples: {h_below:.4f} angstrom")
print(f"three-ripple energy, amplitude {small_amp:.1f} angstrom: "
      f"{hex_small:.3e} eV/angstrom^2")
print(f"three-ripple energy, amplitude {large_amp:.1f} angstrom: "
      f"{hex_large:.3e} eV/angstrom^2")
print("no test failed")
```

Output:

```
Young modulus: 0.80 eV/angstrom^3
Poisson ratio: 0.25 (no unit)
misfit strain: 0.040 (no unit)
surface energy gamma: 0.080 eV/angstrom^2
wetting strength Delta: 0.020 eV/angstrom^2
wetting decay length delta: 2.00 angstrom
film stress s0: 0.04267 eV/angstrom^3
a, formula: 0.004267 eV/angstrom^3
a, integrated (k=0.01, h=5): 0.004267 eV/angstrom^3
a, integrated (k=0.03, h=9): 0.004267 eV/angstrom^3
a, integrated (k=0.08, h=20): 0.004267 eV/angstrom^3
a^2/(4 gamma): 5.6889e-05 eV/angstrom^4
Delta/delta^2: 5.0000e-03 eV/angstrom^4
argument of logarithm: 87.891 (no unit)
h_c, formula: 8.9522 angstrom
h_c, integrated energy: 8.9523 angstrom
h_c, converted: 16.917 bohr
k_c, formula: 0.02667 1/angstrom
k_c, integrated energy: 0.02667 1/angstrom
critical wavelength: 235.62 angstrom
critical wavelength, converted: 445.3 bohr
thickness for band: 10.9522 angstrom
band edges, formula: 0.00547, 0.04787 1/angstrom
band edges, integrated: 0.00547, 0.04787 1/angstrom
h_c at half misfit, integrated: 14.4974 angstrom
4 delta ln 2: 5.5452 angstrom
misfit where h_c = 0: 0.1225 (no unit)
k_c delta: 0.05333 (no unit)
h_c, true-area wetting, formula: 8.9579 angstrom
h_c, true-area wetting, integrated: 8.9579 angstrom
shift by true-area convention: 0.0057 angstrom
thickness for three ripples: 8.8522 angstrom
three-ripple energy, amplitude 0.2 angstrom: 3.309e-08 eV/angstrom^2
three-ripple energy, amplitude 1.0 angstrom: -2.344e-06 eV/angstrom^2
no test failed
```
